# Why Hund Coupling Exponentially Suppresses the Kondo Scale: test program

```python
"""Kondo scale of n = 2S orbital spins locked together by Hund coupling.

Result under test, at leading logarithmic order and for T_star << gap:
    T_star = L * (T_one / L)**(2 S),   L = gap * D / (D + gap)
D: half-bandwidth; J: exchange of each orbital spin with its own channel;
rho = 1/(2 D): density of states per spin and channel; g = rho J;
T_one = D exp(-1/g): one-orbital Kondo scale;
gap = 2 J_H S: Hund gap for the atomic energy -J_H (total spin)^2.
Temperatures are energies (k_B = 1) unless kelvin is stated.
The numerical side uses explicit spin and fermion matrices.
"""
from functools import reduce
import numpy as np
import scipy.sparse as sp
from scipy.constants import e as charge, k as boltzmann
from scipy.optimize import brentq

PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]


def spin_ops(spin):
    """Cartesian matrices of one spin."""
    m = spin - np.arange(int(round(2 * spin)) + 1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2 + 0j,
            (raising - raising.T) / 2j, np.diag(m) + 0j]


def embedded_spins(count):
    """Spin-1/2 operators of every site in a product space."""
    return [[reduce(np.kron, [np.eye(2)] * site + [p / 2]
                    + [np.eye(2)] * (count - site - 1)) for p in PAULI]
            for site in range(count)]


def hund_atom(count):
    """Site spins, total spin, and excitation/J_H in the Hund eigenbasis."""
    sites = embedded_spins(count)
    total = [sum(site[a] for site in sites) for a in range(3)]
    squares, vectors = np.linalg.eigh(sum(t @ t for t in total))
    raw_excitation = squares.max() - squares
    # Differences of S(S+1) are integers when the spins differ by integers.
    # Removing round-off keeps the ground multiplet exactly degenerate.
    excitation = np.abs(np.rint(raw_excitation))
    assert np.abs(raw_excitation - excitation).max() < 1e-10

    def rotate(matrix):
        return vectors.conj().T @ matrix @ vectors

    return ([[rotate(x) for x in site] for site in sites],
            [rotate(x) for x in total], excitation)


def shell_problem(channel_spins, total, excitation):
    """Return the function giving the exchange generated at second order, J=1.

    Each channel has a low orbital at zero, an empty one at +eps and a
    filled one at -eps. The result multiplies total spin . low-orbital spin.
    """
    channels = len(channel_spins)
    modes = 6 * channels
    lower = sp.csr_matrix([[0., 1.], [0., 0.]])
    parity, unit = sp.diags([1., -1.]), sp.identity(2)
    annihilate = [reduce(lambda x, y: sp.kron(x, y, format="csr"),
                         [parity] * j + [lower] + [unit] * (modes - j - 1))
                  for j in range(modes)]

    def electron_spin(fields, axis):
        return 0.5 * sum(PAULI[axis][s, t] * (fields[s].T @ fields[t])
                         for s in range(2) for t in range(2))

    coupling, target = 0, 0
    for c in range(channels):
        low_field = [annihilate[6 * c + s] for s in range(2)]
        field = [sum(annihilate[6 * c + 2 * orb + s] for orb in range(3))
                 for s in range(2)]
        for a in range(3):
            coupling = coupling + sp.kron(sp.csr_matrix(channel_spins[c][a]),
                                          electron_spin(field, a), format="csr")
            target = target + sp.kron(sp.csr_matrix(total[a]),
                                      electron_spin(low_field, a), format="csr")
    bits = (np.arange(2**modes)[:, None] >> (modes - 1 - np.arange(modes))) & 1
    orbital = (np.arange(modes) // 2) % 3
    quanta = (bits[:, orbital == 1].sum(axis=1)
              + (1 - bits[:, orbital == 2]).sum(axis=1))
    band = np.tile(quanta, len(excitation))
    atom = np.repeat(excitation, 2**modes)
    low = np.flatnonzero((band == 0) & (atom < 1e-8))
    virtual = np.flatnonzero(band > 0)
    amplitude = coupling.tocsc()[:, low].tocsr()[virtual].toarray()
    wanted = target.tocsc()[:, low].tocsr()[low].toarray()

    def generated_exchange(eps, hund):
        energy = eps * band[virtual] + hund * atom[virtual]
        second = -amplitude.conj().T @ (amplitude / energy[:, None])
        strength = (np.trace(wanted @ second).real
                    / np.trace(wanted @ wanted).real)
        rest = (second - strength * wanted
                - np.trace(second) / len(low) * np.eye(len(low)))
        # Only a constant and the stated exchange may be generated.
        assert np.abs(rest).max() < 1e-9 * np.abs(second).max()
        return strength

    return generated_exchange


# Projection and Hund gap from explicit many-spin matrices.
atoms = {n: hund_atom(n) for n in range(1, 6)}
projection_factors = {}
for n, (sites, total, excitation) in atoms.items():
    top = np.flatnonzero(excitation < 1e-8)
    assert len(top) == n + 1
    block = np.ix_(top, top)
    for site in sites:
        for a in range(3):
            assert np.allclose(site[a][block], total[a][block] / n, atol=1e-11)
    projection_factors[n] = (
        np.trace(sites[0][2][block] @ total[2][block]).real
        / np.trace(total[2][block] @ total[2][block]).real)
    if n > 1:
        assert abs(excitation[excitation > 1e-8].min() - n) < 1e-10

# Low spectrum of clusters: the projection error must fall as J^2/J_H.
cluster_errors = {}
for n in (2, 3):
    spins = embedded_spins(2 * n)
    atom_total = [sum(spins[m][a] for m in range(n)) for a in range(3)]
    atom_square = sum(t @ t for t in atom_total)
    exchange = sum(spins[m][a] @ spins[n + m][a]
                   for m in range(n) for a in range(3))
    electrons = embedded_spins(n)
    locked = spin_ops(n / 2)
    projected = sum(np.kron(locked[a], sum(s[a] for s in electrons))
                    for a in range(3)) / n
    reference = np.linalg.eigvalsh(projected)
    errors = []
    for hund in (100., 200.):
        levels = np.linalg.eigvalsh(exchange - hund * atom_square)
        levels = levels[:len(reference)] + hund * n / 2 * (n / 2 + 1)
        errors.append(np.abs(levels - reference).max())
    assert errors[0] < 0.02 and abs(errors[0] / errors[1] - 2) < 0.05
    cluster_errors[n] = errors

# One-loop strength of a locked spin does not depend on its size.
locked_strengths = []
for n in range(1, 6):
    locked = spin_ops(n / 2)
    value = shell_problem([locked], locked, np.zeros(n + 1))(0.7, 0.)
    locked_strengths.append(0.7 * value)
    assert abs(0.7 * value - 1) < 1e-10

# Finite Hund gap: derived shell formula against Fock-space matrices.


def shell_formula(n, eps, gap):
    return 1 / n**2 / eps + (1 / n - 1 / n**2) / (eps + gap)


shells = {n: shell_problem([a[0][0]], a[1], a[2]) for n, a in atoms.items()}
for n in shells:
    for eps, gap in ((0.2, 1.), (1., 1.), (3., 0.4), (0.5, 0.)):
        assert np.isclose(shells[n](eps, gap / n),
                          shell_formula(n, eps, gap), rtol=1e-9)
sites, total, excitation = atoms[2]
two_channels = shell_problem(sites, total, excitation)
assert np.isclose(two_channels(0.6, 0.5), shell_formula(2, 0.6, 1.), rtol=1e-9)

# Worked example and independent solution of the one-loop flow.
D, J, fixed_gap, fixed_hund = 5.0, 2.0, 1.0, 0.5  # eV
rho = 1 / (2 * D)
g = rho * J
T_one = D * np.exp(-1 / g)
kelvin = charge / boltzmann
nodes, weights = np.polynomial.legendre.leggauss(40)


def numerical_scale(n, hund):
    """Find where the inverse coupling vanishes, from computed shells."""
    def remaining(log_t):
        half = (np.log(D) - log_t) / 2
        energies = np.exp(log_t + half * (nodes + 1))
        growth = [n * eps * shells[n](eps, hund) for eps in energies]
        return half * np.dot(weights, growth) - 1 / g
    return np.exp(brentq(remaining, -30., np.log(D) - 0.1, xtol=1e-11))


def locking_energy(gap):
    return gap * D / (D + gap)


def kondo_formula(n, gap):
    lock = locking_energy(gap)
    return lock * (T_one / lock)**n


results = []
for n in range(1, 6):
    numerical = [numerical_scale(n, fixed_gap / n),
                 numerical_scale(n, fixed_hund)]
    for value, gap in zip(numerical, (fixed_gap, n * fixed_hund)):
        predicted = kondo_formula(n, gap)
        # The closed formula neglects T_star/gap inside a logarithm.
        tolerance = 2 * (n - 1) * predicted / gap + 1e-6
        assert abs(np.log(value / predicted)) < tolerance
    band_edge = numerical_scale(n, 1e9)
    assert abs(np.log(band_edge / (D * np.exp(-n / g)))) < 1e-5
    results.append((n, *numerical, band_edge))

no_hund = numerical_scale(3, 0.)
weak_hund = numerical_scale(3, 0.1 * T_one / 3)
assert abs(no_hund / T_one - 1) < 1e-6
assert 0.9 < weak_hund / T_one < 1
log_fixed_gap = np.log([row[1] for row in results])
log_fixed_hund = np.log([row[2] for row in results])
lock = locking_energy(fixed_gap)
predicted_step = -np.log(lock / T_one)
assert np.allclose(np.diff(log_fixed_gap), predicted_step, atol=3e-3)
assert np.all(np.diff(log_fixed_hund, 2) < -0.05)

print(f"D = {D:.3f} eV; J = {J:.3f} eV")
print(f"rho = {rho:.3f} per eV; g = rho J = {g:.3f} (no unit)")
print(f"fixed gap = {fixed_gap:.3f} eV; fixed J_H = {fixed_hund:.3f} eV")
print(f"T_one = {T_one:.6f} eV = {T_one * kelvin:.2f} K")
print(f"locking energy L at fixed gap = {lock:.6f} eV")
print(f"ln(L/T_one) = {-predicted_step:.5f} (no unit)")
print(f"slope d ln T_star/dS = {2 * predicted_step:.5f} (no unit)")
print("S, projection factor, J_eff in eV, locked one-loop factor:")
for n in range(1, 6):
    factor = projection_factors[n]
    print(f"  {n/2:.1f}  {factor:.5f}  {J*factor:.5f}  "
          f"{locked_strengths[n-1]:.6f}")
print("Fixed gap: S, J_H in eV, numerical T_star in eV, in K:")
for n, fixed, _, _ in results:
    print(f"  {n/2:.1f}  {fixed_gap/n:.4f}  {fixed:.5e}  {fixed*kelvin:.5e}")
print("Fixed gap: S, closed-formula T_star in eV, in K:")
for n in range(1, 6):
    value = kondo_formula(n, fixed_gap)
    print(f"  {n/2:.1f}  {value:.5e}  {value*kelvin:.5e}")
print("Fixed J_H: S, gap in eV (unused at S=0.5), T_star in eV, in K:")
for n, _, value, _ in results:
    print(f"  {n/2:.1f}  {n*fixed_hund:.3f}  {value:.5e}  {value*kelvin:.5e}")
print("Projection at band edge: S, T_star in eV, in K:")
for n, _, _, value in results:
    print(f"  {n/2:.1f}  {value:.5e}  {value*kelvin:.5e}")
print("Steps of ln T_star per half unit of S (no unit):")
print("  fixed gap:", *[f"{x:.5f}" for x in np.diff(log_fixed_gap)])
print("  fixed J_H:", *[f"{x:.5f}" for x in np.diff(log_fixed_hund)])
print(f"S=1.5, J_H=0: T_star/T_one = {no_hund/T_one:.6f} (no unit)")
print(f"S=1.5, gap=0.1 T_one: T_star/T_one = {weak_hund/T_one:.5f} (no unit)")
print("Cluster error/J: S, at J_H=100 J, at J_H=200 J (no unit):")
for n, errors in cluster_errors.items():
    print(f"  {n/2:.1f}  {errors[0]:.6e}  {errors[1]:.6e}")
print("all assertions hold")
```

Output:

```
D = 5.000 eV; J = 2.000 eV
rho = 0.100 per eV; g = rho J = 0.200 (no unit)
fixed gap = 1.000 eV; fixed J_H = 0.500 eV
T_one = 0.033690 eV = 390.95 K
locking energy L at fixed gap = 0.833333 eV
ln(L/T_one) = 3.20824 (no unit)
slope d ln T_star/dS = -6.41648 (no unit)
S, projection factor, J_eff in eV, locked one-loop factor:
  0.5  1.00000  2.00000  1.000000
  1.0  0.50000  1.00000  1.000000
  1.5  0.33333  0.66667  1.000000
  2.0  0.25000  0.50000  1.000000
  2.5  0.20000  0.40000  1.000000
Fixed gap: S, J_H in eV, numerical T_star in eV, in K:
  0.5  1.0000  3.36897e-02  3.90953e+02
  1.0  0.5000  1.36015e-03  1.57839e+01
  1.5  0.3333  5.50564e-05  6.38902e-01
  2.0  0.2500  2.22603e-06  2.58320e-02
  2.5  0.2000  8.99938e-08  1.04434e-03
Fixed gap: S, closed-formula T_star in eV, in K:
  0.5  3.36897e-02  3.90953e+02
  1.0  1.36200e-03  1.58053e+01
  1.5  5.50624e-05  6.38973e-01
  2.0  2.22605e-06  2.58322e-02
  2.5  8.99939e-08  1.04434e-03
Fixed J_H: S, gap in eV (unused at S=0.5), T_star in eV, in K:
  0.5  0.500  3.36897e-02  3.90953e+02
  1.0  1.000  1.36015e-03  1.57839e+01
  1.5  1.500  2.87197e-05  3.33279e-01
  2.0  2.000  4.41860e-07  5.12757e-03
  2.5  2.500  5.62462e-09  6.52710e-05
Projection at band edge: S, T_star in eV, in K:
  0.5  3.36897e-02  3.90953e+02
  1.0  2.27000e-04  2.63422e+00
  1.5  1.52951e-06  1.77492e-02
  2.0  1.03058e-08  1.19593e-04
  2.5  6.94397e-11  8.05814e-07
Steps of ln T_star per half unit of S (no unit):
  fixed gap: -3.20960 -3.20699 -3.20814 -3.20823
  fixed J_H: -3.20960 -3.85776 -4.17435 -4.36384
S=1.5, J_H=0: T_star/T_one = 1.000000 (no unit)
S=1.5, gap=0.1 T_one: T_star/T_one = 0.93492 (no unit)
Cluster error/J: S, at J_H=100 J, at J_H=200 J (no unit):
  1.0  3.731274e-03  1.870315e-03
  1.5  3.333296e-03  1.666662e-03
all assertions hold
```
